Splitting the Wannier spread into invariant, diagonal and off-diagonal parts, part 1

(Sections cited here and not found follow in the second part.)

Localizing Wannier functions by minimizing their total spread reduces the task to one number, Ω. That number alone does not say how much of it can be removed. In the model of section 9 the same two bands give Ω = 1.5034, 5.1080 and 11.9783 bohr² in three different smooth gauges. With only the total at hand, one has no limit better than zero on how far 1.5034 bohr² can still be lowered, and cannot tell which part of a change of Ω is due to the gauge. The decomposition

Ω = Ω_I + Ω_D + Ω_OD   (1)

separates what a change of gauge can alter from what it cannot. Ω_I is fixed by the bands alone and equals the zone average of the trace of the quantum metric; Ω_D and Ω_OD are sums of squares that hold all the gauge dependence. In the model Ω_I = 1.5026 bohr² in all three gauges, so at most 0.06% of the first total can still be removed.

1. Setting and conventions

Hartree atomic units are used. The crystal has d dimensions, lattice vectors R, reciprocal vectors G and cell volume V. The zone average is

avg[f] = V/(2π)^d ∫_BZ f(k) dk,   avg[e^{ik·R}] = δ_{R,0}.

A group of J bands is separated from all other bands by a direct gap at every k. At each k we choose J functions ψ_nk(r) = e^{ik·r} u_nk(r) that span the group, with u_nk cell-periodic and ⟨u_mk|u_nk⟩ = δ_mn, the integral running over one cell. They need not be energy eigenstates. This choice is the gauge; another gauge is

u′_nk = Σ_m u_mk U_mn(k),   U(k) unitary.   (2)

The gauge is assumed smooth in k (twice continuously differentiable) and periodic, ψ_{n,k+G} = ψ_nk, which is the same as u_{n,k+G} = e^{−iG·r} u_nk. Section 7 treats the case in which no such gauge exists. The symbol ∂_α means ∂/∂k_α with Cartesian k_α.

One lemma carries every passage between real space and k space. Let f = avg[e^{ik·r} a_k] and h = avg[e^{ik·r} b_k], with a_k and b_k cell-periodic in r. Write r = r′ + R with r′ in the home cell:

∫ f* h dr = avg_k avg_k′ [ Σ_R e^{i(k′−k)·R} ∫_cell e^{i(k′−k)·r′} a_k* b_k′ dr′ ].

The lattice sum is Σ_R e^{i(k′−k)·R} = ((2π)^d/V) Σ_G δ(k′−k−G). With k and k′ in one zone only G = 0 contributes, and the prefactor cancels the V/(2π)^d of one average. Hence

∫_{all space} f* h dr = avg[ ⟨a_k|b_k⟩ ].   (3)

Every square-integrable h has this form, with b_k(r) = e^{−ik·r} Σ_R e^{ik·R} h(r−R): relabelling R shows that b_k is cell-periodic, and avg[e^{ik·R}] = δ_{R,0} returns h.

The Wannier functions are

|Rn⟩ = avg[ e^{−ik·R} ψ_nk ].   (4)

Since ψ_nk(r−R) = e^{−ik·R} ψ_nk(r), the function |Rn⟩ is |0n⟩ displaced by +R. Lemma (3) with a_k = e^{−ik·R} u_mk and b_k = u_nk gives ⟨Rm|0n⟩ = avg[e^{ik·R} δ_mn] = δ_{R,0} δ_mn, so the set is orthonormal.

Let P = Σ_{Rm} |Rm⟩⟨Rm| and Q = 1 − P. For h as above, (3) gives ⟨Rm|h⟩ = avg[e^{ik·R} ⟨u_mk|b_k⟩]. These are the Fourier coefficients of ⟨u_mk|b_k⟩, which is periodic in k, so Σ_R e^{−ik·R} ⟨Rm|h⟩ = ⟨u_mk|b_k⟩. Inserting (4),

P h = avg[ e^{ik·r} P_k b_k ],   P_k = Σ_m |u_mk⟩⟨u_mk|,   Q_k = 1 − P_k.   (5)

Under (2), P′_k = Σ_{lm} |u_l⟩ (U U†)_lm ⟨u_m| = P_k. The projectors do not depend on the gauge.

The Marzari–Vanderbilt spread is

Ω = Σ_{n=1}^J ( ⟨r²⟩_n − |r̄_n|² ),   ⟨r²⟩_n = ⟨0n|r²|0n⟩,   r̄_n = ⟨0n|r|0n⟩.   (6)

2. Real-space form

Define the vector matrix elements X_{R,mn} = ⟨Rm|r|0n⟩, with |X|² = Σ_α |X_α|². Because r_α is Hermitian, ⟨r²⟩_n = Σ_α ‖r_α|0n⟩‖². The function r_α|0n⟩ is square-integrable (section 3 shows this for the assumed gauge), so it splits into orthogonal parts inside and outside the band group:

‖r_α|0n⟩‖² = ‖P r_α|0n⟩‖² + ‖Q r_α|0n⟩‖².

The cross terms vanish because PQ = 0. Orthonormality of the |Rm⟩ gives ‖P r_α|0n⟩‖² = Σ_{Rm} |X_{α,R,mn}|². The single term R = 0, m = n is r̄_{nα}², which (6) subtracts. The remaining terms have either m = n with R ≠ 0, or m ≠ n with any R. Sorting them gives (1) with

Ω_I = Σ_{nα} ‖Q r_α|0n⟩‖² = Σ_n ⟨r²⟩_n − Σ_{R,m,n} |X_{R,mn}|²,   (7)

Ω_D = Σ_n Σ_{R≠0} |⟨Rn|r|0n⟩|²,   (8)

Ω_OD = Σ_{m≠n} Σ_R |⟨Rm|r|0n⟩|².   (9)

Each part is a sum of squares and so is nonnegative. "Diagonal" refers to the band index: Ω_D couples a function to its own lattice copies, and Ω_OD couples different functions, including those in the same cell. The sum in (9) runs over ordered pairs, so both (m,n) and (n,m) appear.

No part depends on the origin. Replacing r by r + c adds c δ_{R,0} δ_mn to X, a term absent from (8) and (9), and adds Q c|0n⟩ = 0 in (7).

The meaning is as follows. If |0n⟩ were an eigenfunction of r, its spread would vanish. Ω_I measures how far r carries the function out of the band group, which no recombination inside the group can repair. Ω_D + Ω_OD measures how far the chosen functions are from diagonalizing the projected operators P r_α P.

3. The position operator in k space

Differentiate ψ_nk = e^{ik·r} u_nk with respect to k_α: ∂_αψ_nk = i r_α ψ_nk + e^{ik·r} ∂_αu_nk. Multiply by −i and rearrange:

r_α ψ_nk = −i ∂_αψ_nk + e^{ik·r} i∂_αu_nk.

Average over the zone. The average of ∂_αψ_nk is the integral of a derivative of a function periodic in k, and vanishes. This step needs the periodicity of the gauge. Therefore

r_α|0n⟩ = avg[ e^{ik·r} i∂_αu_nk ].   (10)

The function i∂_αu_nk is cell-periodic in r, so (3) and (5) apply, and its norm is bounded over the zone, so r_α|0n⟩ is square-integrable. Define the Berry connection matrix

A_{α,mn}(k) = i⟨u_mk|∂_αu_nk⟩.   (11)

It is Hermitian. Differentiating ⟨u_m|u_n⟩ = δ_mn gives ⟨∂u_m|u_n⟩ = −⟨u_m|∂u_n⟩, so (A_nm)* = −i⟨u_n|∂u_m⟩* = −i⟨∂u_m|u_n⟩ = i⟨u_m|∂u_n⟩ = A_mn. It is periodic in k because the factors e^{∓iG·r} cancel between bra and ket. Lemma (3) applied to (4) and (10) gives

X_{R,mn} = avg[ e^{ik·R} A_mn(k) ],   A_mn(k) = Σ_R e^{−ik·R} X_{R,mn},   (12)

r̄_n = avg[A_nn],   ⟨r²⟩_n = avg[ Σ_α ‖∂_αu_nk‖² ].   (13)

The sign can be checked on a pure displacement: u_n → e^{−ik·R₀} u_n turns |0n⟩ into |R₀n⟩ by (4), and adds i(−iR₀) = +R₀ to A_nn, so the centre moves by +R₀ as it must.

4. k-space form and the metric

Parseval's relation follows from (12): avg[|A_mn|²] = Σ_{RR′} X_R′* X_R avg[e^{ik·(R′−R)}] = Σ_R |X_{R,mn}|². For m ≠ n this is (9) directly. For m = n the R = 0 term r̄_n² is removed, and since A_nn is real with mean r̄_n,

avg[|A_nn − r̄_n|²] = avg[|A_nn|²] − 2 r̄_n·avg[A_nn] + |r̄_n|² = avg[|A_nn|²] − |r̄_n|².

Hence

Ω_D = Σ_n avg[ |A_nn(k) − r̄_n|² ],   (14)

Ω_OD = Σ_{m≠n} avg[ |A_mn(k)|² ].   (15)

Ω_D is the variance over the zone of the diagonal connections. Ω_OD is the mean square, not the variance, of the off-diagonal ones, because (9) keeps R = 0.

For Ω_I, apply (5) to (10): Q r_α|0n⟩ = avg[e^{ik·r} Q_k i∂_αu_nk]. Lemma (3), with Q_k² = Q_k and (i)*(i) = 1, gives

Σ_n ⟨0n|r_α Q r_β|0n⟩ = avg[T_αβ],   T_αβ(k) = Σ_n ⟨∂_αu_n|Q_k|∂_βu_n⟩.   (16)

T is Hermitian in the Cartesian indices, T_βα = T_αβ*. Its real symmetric part g_αβ = Re T_αβ is the quantum metric of the band group, already summed over bands. The diagonal elements T_αα are real, so

Ω_I = avg[ tr g ],   tr g = Σ_α g_αα.   (17)

The trace here is over Cartesian components of k, and g has the unit of length squared. A code that differentiates along reduced coordinates, k = Σ_i κ_i b_i with a_i·b_j = 2πδ_ij, has κ_i = a_i·k/2π and ∂_α = Σ_i (a_iα/2π) ∂/∂κ_i. It must therefore form

tr g = Σ_ij (a_i·a_j/(2π)²) g̃_ij,

where g̃ is the metric in reduced coordinates. On a non-orthogonal lattice the mixed components of g̃ enter.

As a check, ‖∂_αu_n‖² = Σ_m |⟨u_m|∂_αu_n⟩|² + ‖Q_k∂_αu_n‖² = Σ_m |A_{α,mn}|² + ‖Q_k∂_αu_n‖². Summing over n and α, averaging, and subtracting Σ|r̄_n|² reproduces (14), (15) and (17) entirely within k space.

5. Gauge invariance and three ways to evaluate g

Under (2), ∂u′_n = Σ_m (∂u_m U_mn + u_m ∂U_mn). Projecting on the group gives

A′ = U† A U + i U† ∂U.   (18)

Projecting out of the group kills the second term, since Q_k u_m = 0, and leaves Q∂u′_n = Σ_m (Q∂u_m) U_mn. Then

T′_αβ = Σ_{lm} ⟨∂_αu_l|Q|∂_βu_m⟩ Σ_n U_ln* U_mn = Σ_{lm} ⟨∂_αu_l|Q|∂_βu_m⟩ δ_lm = T_αβ.

T is invariant at each k separately. The band sum is essential: the single terms ‖Q∂u_n‖² mix under U, so Ω_I cannot be assigned to individual Wannier functions in a gauge-independent way.

A form with no gauge at all follows from ∂_αP_k = Σ_n (|∂_αu_n⟩⟨u_n| + |u_n⟩⟨∂_αu_n|). Insert P + Q next to each derivative. The P parts are Σ_mn |u_m⟩⟨u_m|∂u_n⟩⟨u_n| and Σ_mn |u_n⟩⟨∂u_n|u_m⟩⟨u_m|; exchanging the names m and n in the second and using ⟨∂u_m|u_n⟩ = −⟨u_m|∂u_n⟩ shows that they cancel. So

∂_αP = B_α + B_α†,   B_α = Σ_n |Q∂_αu_n⟩⟨u_n| = Q (∂_αP) P.

Since ⟨u_n|Q = 0, B_αB_β = 0 and B_α†B_β† = 0. Also Tr(B_α†B_β) = T_αβ and Tr(B_αB_β†) = Tr(B_β†B_α) = T_βα = T_αβ*. Adding,

g_αβ = ½ Tr(∂_αP ∂_βP),   (19)

where Tr is the trace over the space of cell-periodic functions. Because P_k is smooth wherever the gap is open, g and Ω_I are finite whether or not a smooth periodic gauge exists.

A third form uses the Hamiltonian H_k. Differentiate [H_k, P_k] = 0 to get [∂H, P] + [H, ∂P] = 0, and take the matrix element between an eigenstate m outside the group and an eigenstate n inside it. With P|n⟩ = |n⟩ and ⟨m|P = 0 the first term is ⟨m|∂H|n⟩, and the second is (E_m − E_n)⟨m|∂P|n⟩. Thus ⟨m|B_α|n⟩ = ⟨m|∂_αH|n⟩/(E_n − E_m), and T_αβ = Tr(B_α†B_β) becomes

T_αβ = Σ_{n in} Σ_{m out} ⟨n|∂_αH|m⟩⟨m|∂_βH|n⟩ / (E_n − E_m)².   (20)

No eigenstate was differentiated, so degeneracies inside the group do no harm. For H_k = ½(p+k)² + V(r) with a local potential, ∂_αH = (p+k)_α, which is diagonal in plane waves; with a nonlocal pseudopotential the full derivative of H_k has to be used. The sum over m must cover the whole complement of the group. Every term of tr g in (20) is nonnegative, so leaving out states never raises the result and in general lowers it.

Equation (20) also shows how Ω_I fails when the gap closes. Near a conical touching in two dimensions, take H = v(q_xσ_x + q_yσ_y) and P = (1 − q̂·σ)/2. Then (19) gives g_αα = ½·¼·Tr[(∂_αq̂·σ)²] = ¼|∂_αq̂|². The unit vector q̂ turns at rate 1/q in the tangential direction only, so tr g = 1/(4q²), and ∫ 2πq dq/(4q²) diverges logarithmically at small q. Such a band cannot be treated as an isolated group.

6. Ω_I is strictly positive in the continuum

Suppose Ω_I = 0. Since tr g is continuous and nonnegative it vanishes everywhere, so all B_α = 0 and P_k is the same operator for every k. Periodicity gives P_{k+G} = e^{−iG·r} P_k e^{iG·r}, so the J-dimensional range of P_k is mapped onto itself by multiplication with e^{−iG·r}. A linear map of a finite-dimensional complex space has an eigenvector f ≠ 0, for which (e^{−iG·r} − λ) f(r) = 0. For G ≠ 0 the first factor vanishes only on a set of planes of zero volume, so f = 0 as a square-integrable function, a contradiction. Therefore Ω_I > 0. The argument uses continuous r. In a tight-binding model whose position operator is taken diagonal on point orbitals, an orbital is an eigenfunction of position and a decoupled atomic limit has Ω_I = 0.

7. When the floor Ω = Ω_I is reached

By (14) and (15), Ω = Ω_I requires that A(k) be a constant diagonal matrix in every Cartesian direction.

In one dimension this can always be arranged. Start from any smooth periodic gauge and solve ∂U = iAU with U(0) = 1 on 0 ≤ k ≤ G. U stays unitary because ∂(U†U) = U†(−iA + iA)U = 0, and (18) gives A′ = U†AU + i·i U†AU = 0. This gauge is not periodic, since U(G) ≠ 1 in general. Diagonalize U(G) = Y diag(e^{iφ_n}) Y† and use instead Ũ(k) = U(k) Y diag(e^{−iφ_n k/G}). Then Ũ(G) = Y = Ũ(0), and applying (18) once more gives A_mn = δ_mn φ_n/G. So Ω_D = Ω_OD = 0 and the minimum of Ω equals Ω_I.

In two dimensions there is an obstruction. Define F = ∂_x trA_y − ∂_y trA_x, with tr over bands. The mixed second derivatives of u cancel, leaving

F = i Σ_n (⟨∂_xu_n|∂_yu_n⟩ − ⟨∂_yu_n|∂_xu_n⟩) = −2 Im Σ_n ⟨∂_xu_n|∂_yu_n⟩.

Insert P + Q. From (11), ⟨u_m|∂u_n⟩ = −iA_mn and ⟨∂u_n|u_m⟩ = iA_nm, so the P part is tr(A_xA_y), which is real because its conjugate is tr(A_yA_x) = tr(A_xA_y). Hence

F(k) = −2 Im T_xy(k),   (21)

the Berry curvature of the group, gauge invariant by section 5. From (12), ∂_α acting on e^{−ik·R} gives −iR_α, so

F_R = avg[e^{ik·R} F] = −i (R_x trX_{y,R} − R_y trX_{x,R}).   (22)

Two Cauchy–Schwarz steps give a bound. First, |F_R|² ≤ |R|² |trX_R|². Second, |trX_R|² = |Σ_n X_{R,nn}|² ≤ J Σ_n |X_{R,nn}|². With (8),

Ω_D ≥ (1/J) Σ_{R≠0} |F_R|²/|R|²   in every smooth periodic gauge.   (23)

A curvature that is not identically zero therefore keeps Ω strictly above Ω_I. For J = 1 the bound is reached: the change u → e^{−iβ(k)}u with periodic β = Σ_R β_R e^{−ik·R} adds ∇β to A, that is −iRβ_R to X_R, and this can cancel the component of X_R along R, after which |X_R| = |F_R|/|R|. For J > 1, (23) uses only the trace of the connection and says nothing about Ω_OD; it is a lower bound and need not be close to the minimum.

Setting R = 0 in (22) gives avg[F] = 0. Since avg[F] = (V/(2π)²)·2πC with C the Chern number, a smooth periodic gauge exists only if C = 0. If C ≠ 0, consider a periodic gauge that is smooth except at isolated points. Stokes' theorem on the zone with small discs of radius q removed shows that the circulations of trA around the discs sum to a quantity of magnitude 2π|C| as q → 0, so, with N discs and ΣΓ² ≥ (ΣΓ)²/N, the sum of the squared circulations Γ(q)² stays above a positive constant for small q. On a circle, Cauchy–Schwarz gives ∮|trA|² dl ≥ Γ²/(2πq), and the integral over q diverges logarithmically. In such gauges Ω_D is infinite while Ω_I stays finite. On a mesh this shows as a gauge-dependent part that keeps growing under refinement. With a real local potential, complex conjugation gives P_{−k} = P_k*, hence T(−k) = T(k)*, F(−k) = −F(k) and C = 0. An implementation need not rely on an existence argument: the projection gauge of section 9 is smooth and periodic by construction as long as its singular values stay away from zero, and these can be inspected.

The spread is now split into Ω_I, which is gauge invariant and equals the zone average of the trace of the quantum metric, and the nonnegative parts Ω_D and Ω_OD, which hold all the gauge dependence. It remains to write the three parts in terms of overlaps on a finite mesh and to test the decomposition in a worked example.

Numerical values quoted here were computed with a short program.
